# Randles Impedance: Warburg Diffusion in Half-Spaces, Transmissive and Blocking Layers: verification in Python

```python
"""Randles impedance with semi-infinite and finite-length diffusion.

Result under test, for unit electrode area and time factor exp(i w t):
  Z = Rs + 1 / (i w C + 1 / (Rct + ZD)),   Rct = kT / (e j0)
  ZD = sum over O and R of kT g / (e^2 c sqrt(i w D))
  g = 1 (half-space), tanh(s) (fixed concentration at x = L),
  coth(s) (no flux at x = L),   s = L sqrt(i w / D)
Reaction: R <-> O + e-, anodic current positive.
c: bulk number density, D: diffusion coefficient, j0: exchange current
density, C: double-layer capacitance, Rs: series resistance.
The independent side is a discretized nonlinear model of Butler-Volmer
kinetics, diffusion and double-layer charging. Lengths are in cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

# ---------- model parameters ----------
temperature = 298.15
charge = const.e
thermal_voltage = const.k * temperature / charge
millimolar = const.N_A * 1e-6            # particles per cm^3
conc_O, conc_R = 4 * millimolar, 6 * millimolar
diff_O, diff_R = 1.0e-5, 0.6e-5          # cm^2/s
rate_constant, alpha = 0.01, 0.4         # cm/s, anodic transfer coefficient
series_res, double_layer = 2.0, 20e-6    # ohm cm^2, F/cm^2
layer = 2.0e-3                           # cm
species = ((conc_O, diff_O), (conc_R, diff_R))

# ---------- derived formulas ----------
exchange = charge * rate_constant * conc_R**(1 - alpha) * conc_O**alpha
charge_transfer = thermal_voltage / exchange
sigma = thermal_voltage / (np.sqrt(2) * charge) * sum(
    1 / (c * np.sqrt(d)) for c, d in species)


def diffusion_impedance(omega, boundary):
    total = 0
    for c, d in species:
        s = layer * np.sqrt(1j * omega / d)
        if boundary == "half-space":
            shape = 1.0
        elif boundary == "transmissive":
            shape = np.tanh(s)
        else:
            shape = 1 / np.tanh(s)
        total += thermal_voltage * shape / (charge * c * np.sqrt(1j * omega * d))
    return total


def randles(omega, boundary):
    faradaic = charge_transfer + diffusion_impedance(omega, boundary)
    return series_res + 1 / (1j * omega * double_layer + 1 / faradaic)


# ---------- independent nonlinear model ----------
class ElectrodeModel:
    """State: O and R relative to bulk at the nodes, then e*eta/kT."""

    def __init__(self, length, grading, nodes, fixed_end):
        s = np.linspace(0, 1, nodes)
        x = length * np.expm1(grading * s) / np.expm1(grading)
        self.n, self.step, self.fixed_end = nodes, np.diff(x), fixed_end
        volume = np.zeros(nodes)
        volume[:-1] += self.step / 2
        volume[1:] += self.step / 2
        self.mass = np.concatenate(
            [volume, volume, [double_layer * thermal_voltage]])
        self.rest = np.concatenate([np.ones(2 * nodes), [0.0]])

    def rates(self, state, applied):
        n = self.n
        rel_O, rel_R, eta = state[:n], state[n:2 * n], state[2 * n]
        phi = eta + np.log(conc_O / conc_R)   # measured from formal potential
        current = charge * rate_constant * (
            conc_R * rel_R[0] * np.exp(alpha * phi)
            - conc_O * rel_O[0] * np.exp(-(1 - alpha) * phi))
        out = np.zeros_like(state)
        blocks = ((0, rel_O, conc_O, diff_O, 1), (n, rel_R, conc_R, diff_R, -1))
        for start, rel, c, d, sign in blocks:
            flux = -d * np.diff(rel) / self.step
            part = out[start:start + n]
            part[:-1] -= flux
            part[1:] += flux
            part[0] += sign * current / (charge * c)
            if self.fixed_end:
                part[-1] = 0
        out[2 * n] = (applied - eta * thermal_voltage) / series_res - current
        return out

    def jacobian(self, state, applied=0.0):
        size = len(state)
        matrix = np.empty((size, size))
        for k in range(size):                 # complex-step derivative
            shifted = state.astype(complex)
            shifted[k] += 1e-30j
            matrix[:, k] = self.rates(shifted, applied).imag / 1e-30
        return matrix

    def impedance(self, omegas):
        jac = self.jacobian(self.rest)
        drive = np.zeros(len(self.rest), dtype=complex)
        drive[-1] = 1 / series_res
        result = []
        for w in omegas:
            response = np.linalg.solve(np.diag(1j * w * self.mass) - jac, drive)
            result.append(
                series_res / (1 - thermal_voltage * response[-1]))
        return np.array(result)


models = {
    "half-space": ElectrodeModel(1.0, 12.0, 240, True),
    "transmissive": ElectrodeModel(layer, 7.0, 240, True),
    "blocking": ElectrodeModel(layer, 7.0, 240, False),
}
test_omegas = np.logspace(np.log10(0.05), 4, 8)
model_error = {}
for name, model in models.items():
    numeric = model.impedance(test_omegas)
    formula = randles(test_omegas, name)
    model_error[name] = np.max(np.abs(numeric / formula - 1))
    assert model_error[name] < 1e-3, (name, model_error[name])

# Phase of the diffusion part, extracted from the discretized model
z_one = models["half-space"].impedance([1.0])[0]
z_diff = 1 / (1 / (z_one - series_res) - 1j * double_layer) - charge_transfer
warburg_phase = np.degrees(np.angle(z_diff))
assert abs(warburg_phase + 45) < 0.05

# ---------- low-frequency line of the full circuit ----------
tiny = 1e-6
z_tiny = randles(tiny, "half-space")
shift = 2 * sigma**2 * double_layer
real_rest = z_tiny.real - series_res - charge_transfer - sigma / np.sqrt(tiny)
imag_rest = -z_tiny.imag - sigma / np.sqrt(tiny)
assert abs(real_rest + shift) < 2e-3 * shift
assert abs(imag_rest) < 2e-3 * shift
intercept = series_res + charge_transfer - shift


def nyquist_slope(omega):
    hi = randles(omega * 1.01, "half-space")
    lo = randles(omega / 1.01, "half-space")
    return -(hi.imag - lo.imag) / (hi.real - lo.real)


slope_law = 4e-4 * double_layer * (sigma**2 * double_layer - charge_transfer)
assert abs((nyquist_slope(1e-4) - 1) / slope_law - 1) < 0.01

# ---------- limits of the finite layers ----------
layer_res = [thermal_voltage * layer / (charge * c * d) for c, d in species]
dc_formula = series_res + charge_transfer + sum(layer_res)
dc_model = models["transmissive"].impedance([1e-3])[0].real
assert abs(dc_model / dc_formula - 1) < 1e-3

layer_cap = charge * layer / thermal_voltage * conc_O * conc_R / (conc_O + conc_R)


def nernst_charge(eta):
    ratio = conc_O / conc_R * np.exp(eta / thermal_voltage)
    return charge * layer * (conc_O + conc_R) * ratio / (1 + ratio)


nernst_cap = (nernst_charge(1e-5) - nernst_charge(-1e-5)) / 2e-5
assert abs(nernst_cap / layer_cap - 1) < 1e-5
blocked = models["blocking"].impedance([0.05])[0]
cap_share = layer_cap / (layer_cap + double_layer)
blocked_real = series_res + cap_share**2 * (charge_transfer + sum(layer_res) / 3)
assert abs(blocked.real / blocked_real - 1) < 2e-3
blocked_cap = -1 / (0.05 * blocked.imag)
assert abs(blocked_cap / (layer_cap + double_layer) - 1) < 2e-3

u_test = 30.0
s_test = np.sqrt(1j * u_test)
tail = 2 * np.exp(-np.sqrt(2 * u_test))
for value in (np.tanh(s_test), 1 / np.tanh(s_test)):
    assert abs(abs(value - 1) / tail - 1) < 2e-3

peak = minimize_scalar(
    lambda u: (np.tanh(np.sqrt(1j * u)) / np.sqrt(1j * u)).imag,
    bounds=(0.5, 10), method="bounded", options={"xatol": 1e-9})
arc = minimize_scalar(
    lambda q: randles(np.exp(q), "half-space").imag,
    bounds=(np.log(1e3), np.log(1e5)), method="bounded")

# ---------- nonlinear response in time ----------
drive_omega = 2 * np.pi
time_model = ElectrodeModel(layer, 5.0, 60, True)


def fundamental_impedance(amplitude):
    period = 2 * np.pi / drive_omega
    times = (3 + np.arange(256) / 256) * period
    run = solve_ivp(
        lambda t, y: time_model.rates(
            y, amplitude * np.sin(drive_omega * t)) / time_model.mass,
        (0, 4 * period), time_model.rest, method="Radau", t_eval=times,
        jac=lambda t, y: time_model.jacobian(y) / time_model.mass[:, None],
        rtol=1e-7, atol=1e-9, max_step=period / 80)
    assert run.success
    applied = amplitude * np.sin(drive_omega * times)
    current = (applied - thermal_voltage * run.y[-1]) / series_res
    wave = np.exp(-1j * drive_omega * times)
    return np.mean(applied * wave) / np.mean(current * wave)


z_linear = randles(drive_omega, "transmissive")
z_small = fundamental_impedance(1e-3)
z_large = fundamental_impedance(50e-3)
dev_small = abs(z_small / z_linear - 1)
dev_large = abs(z_large / z_linear - 1)
assert dev_small < 3e-3
assert dev_large > 0.02

# ---------- Gaussian value of the Warburg coefficient ----------
charge_esu = charge * const.c * 10
sigma_gauss = const.k * temperature * 1e7 / (np.sqrt(2) * charge_esu**2) * sum(
    1 / (c * np.sqrt(d)) for c, d in species)

# ---------- output ----------
print(f"temperature = {temperature:.2f} K; kT/e = {thermal_voltage*1e3:.3f} mV")
print(f"c_O, c_R = {conc_O/millimolar:.1f}, {conc_R/millimolar:.1f} mmol/L")
print(f"c_O, c_R = {conc_O:.4e}, {conc_R:.4e} cm^-3")
print(f"D_O, D_R = {diff_O:.1e}, {diff_R:.1e} cm^2/s")
print(f"k0 = {rate_constant:.3f} cm/s; alpha = {alpha:.1f}")
print(f"Rs = {series_res:.1f} ohm cm^2; C = {double_layer*1e6:.0f} uF/cm^2")
print(f"layer thickness L = {layer*1e4:.0f} um")
print(f"exchange current density j0 = {exchange*1e3:.4f} mA/cm^2")
print(f"Rct = {charge_transfer:.4f} ohm cm^2")
print(f"Warburg coefficient sigma = {sigma:.4f} ohm cm^2 s^-1/2")
print(f"sigma in Gaussian units = {sigma_gauss:.4e} cm s^1/2")
print(f"1/(Rct C) = {1/(charge_transfer*double_layer):.1f} rad/s")
print(f"arc maximum at omega = {np.exp(arc.x):.1f} rad/s")
print(f"-Im Z at arc maximum = {-arc.fun:.4f} ohm cm^2")
print(f"(sigma/Rct)^2 = {(sigma/charge_transfer)**2:.3f} rad/s")
print(f"2 sigma^2 C = {shift:.5f} ohm cm^2")
print(f"45-degree line intercept = {intercept:.4f} ohm cm^2")
print(f"at omega=1e-6 rad/s: real remainder = {real_rest:.5f} ohm cm^2")
print(f"at omega=1e-6 rad/s: imag remainder = {imag_rest:.6f} ohm cm^2")
print(f"model phase of Z_D at 1 rad/s = {warburg_phase:.3f} deg")
print(f"phase of total Z at 1 rad/s = {np.degrees(np.angle(z_one)):.2f} deg")
for w in (1.0, 10.0, 100.0, 1000.0):
    print(f"Nyquist slope at {w:.0f} rad/s = {nyquist_slope(w):.4f}")
print(f"L^2/D: O {layer**2/diff_O:.4f} s, R {layer**2/diff_R:.4f} s")
print(f"layer resistances: O {layer_res[0]:.3f}, R {layer_res[1]:.3f} ohm cm^2")
print(f"transmissive dc limit of Z: formula {dc_formula:.3f} ohm cm^2")
print(f"transmissive dc limit of Z: model {dc_model:.3f} ohm cm^2")
print(f"blocking C_L: formula {layer_cap*1e3:.4f} mF/cm^2")
print(f"blocking C_L: Nernst derivative {nernst_cap*1e3:.4f} mF/cm^2")
print(f"blocking low-freq Re Z: formula {blocked_real:.4f} ohm cm^2")
print(f"blocking Re Z at 0.05 rad/s: model {blocked.real:.4f} ohm cm^2")
print(f"single-species tanh peak: omega L^2/D = {peak.x:.4f}")
print(f"single-species tanh peak: -Im Z_D/R_D = {-peak.fun:.4f}")
print(f"2 exp(-sqrt(2u)) at u = {u_test:.0f}: {tail:.3e}")
print("Z in ohm cm^2: half-space | transmissive | blocking")
for w in (1e4, 1e3, 1e2, 1e1, 1.0, 0.1):
    row = [randles(w, name) for name in models]
    cells = " | ".join(f"{z.real:.3f}{z.imag:+.3f}i" for z in row)
    print(f"omega = {w:g} rad/s: {cells}")
for name, error in model_error.items():
    print(f"largest relative model deviation, {name}: {error:.1e}")
print(f"time run at 1 Hz, linear Z = {z_linear:.4f} ohm cm^2")
print(f"time run, 1 mV: Z = {z_small:.4f} ohm cm^2, deviation {dev_small:.1e}")
print(f"time run, 50 mV: Z = {z_large:.4f} ohm cm^2, deviation {dev_large:.3f}")
print("checks complete")
```

Running it gives:

```
temperature = 298.15 K; kT/e = 25.693 mV
c_O, c_R = 4.0, 6.0 mmol/L
c_O, c_R = 2.4089e+18, 3.6133e+18 cm^-3
D_O, D_R = 1.0e-05, 6.0e-06 cm^2/s
k0 = 0.010 cm/s; alpha = 0.4
Rs = 2.0 ohm cm^2; C = 20 uF/cm^2
layer thickness L = 20 um
exchange current density j0 = 4.9224 mA/cm^2
Rct = 5.2195 ohm cm^2
Warburg coefficient sigma = 27.6974 ohm cm^2 s^-1/2
sigma in Gaussian units = 3.0818e-11 cm s^1/2
1/(Rct C) = 9579.4 rad/s
arc maximum at omega = 8217.8 rad/s
-Im Z at arc maximum = 2.7693 ohm cm^2
(sigma/Rct)^2 = 28.159 rad/s
2 sigma^2 C = 0.03069 ohm cm^2
45-degree line intercept = 7.1888 ohm cm^2
at omega=1e-6 rad/s: real remainder = -0.03069 ohm cm^2
at omega=1e-6 rad/s: imag remainder = 0.000006 ohm cm^2
model phase of Z_D at 1 rad/s = -45.000 deg
phase of total Z at 1 rad/s = -38.46 deg
Nyquist slope at 1 rad/s = 0.9995
Nyquist slope at 10 rad/s = 0.9946
Nyquist slope at 100 rad/s = 0.9208
Nyquist slope at 1000 rad/s = -0.1820
L^2/D: O 0.4000 s, R 0.6667 s
layer resistances: O 13.314, R 14.794 ohm cm^2
transmissive dc limit of Z: formula 35.327 ohm cm^2
transmissive dc limit of Z: model 35.327 ohm cm^2
blocking C_L: formula 18.0258 mF/cm^2
blocking C_L: Nernst derivative 18.0258 mF/cm^2
blocking low-freq Re Z: formula 16.5565 ohm cm^2
blocking Re Z at 0.05 rad/s: model 16.5558 ohm cm^2
single-species tanh peak: omega L^2/D = 2.5406
single-species tanh peak: -Im Z_D/R_D = 0.4172
2 exp(-sqrt(2u)) at u = 30: 8.650e-04
Z in ohm cm^2: half-space | transmissive | blocking
omega = 10000 rad/s: 4.367-2.728i | 4.367-2.728i | 4.367-2.728i
omega = 1000 rad/s: 7.804-1.556i | 7.804-1.556i | 7.804-1.556i
omega = 100 rad/s: 9.899-2.880i | 9.900-2.880i | 9.899-2.880i
omega = 10 rad/s: 15.929-8.782i | 16.751-9.443i | 15.195-8.151i
omega = 1 rad/s: 34.880-27.704i | 34.227-4.818i | 16.538-55.754i
omega = 0.1 rad/s: 94.774-87.589i | 35.316-0.508i | 16.556-554.179i
largest relative model deviation, half-space: 1.5e-04
largest relative model deviation, transmissive: 5.7e-05
largest relative model deviation, blocking: 4.0e-05
time run at 1 Hz, linear Z = 20.8127-11.1178j ohm cm^2
time run, 1 mV: Z = 20.8026-11.1142j ohm cm^2, deviation 4.5e-04
time run, 50 mV: Z = 23.3041-12.8814j ohm cm^2, deviation 0.129
checks complete
```
